**Continuous unwrapping of string Berry phases against principal-value averages**

The program tests that the polarization of a gapped two-site model follows from the transverse average of the continuous Berry-phase branch, modulo 2e/area. Here `T` sets the mean hopping, `m` is half the gap, and `theta` = `theta0` + `A1` cos kx + `A2` cos ky sets the bond and site asymmetry of each string. It asserts that link-product phases agree with an integrated curvature formula and, at one value of `theta`, with the electron centre in an open chain. It also asserts that the unwrapped average agrees with a branch-free adiabatic-current integral and with a Bessel-function formula; all three give −0.99908 rad, or 19.60 µC/cm². Principal values with two choices of origin, and centring on the circular mean, give 33.09, −33.26 and 79.85 µC/cm², none of them equivalent to the correct value modulo 123.24 µC/cm². A 3 × 3 mesh passes every loop check and is still wrong by one third of a quantum, while the slope bound requires at least 9 × 9 strings. Further assertions confirm that a Chern winding and four gap-closing vortices are detected. The last lines size effects left out of the model, using rough hafnia values; the largest is the ionic displacement, about 49 µC/cm².

## Verification by program

```python
"""Average of string Berry phases over transverse k by continuous unwrapping.

Result under test: for an insulating phase surface without winding, the mean of
the continuous branch gives the polarization (modulo 2e/area), and equals the
integrated adiabatic current; the mean of principal values does not.
Model: sites A at 0 and B at 1/2 of the axis c; H_AB = T cos(k/2) + i bond
sin(k/2); site energies +site, -site; bond = m cos(theta), site = m sin(theta);
theta = theta0 + A1 cos(kx) + A2 cos(ky). k, kx, ky are dimensionless.
Energies in eV, phases in rad, time in hbar/eV. Two electrons per cell.
"""
import numpy as np
from scipy import constants as const
from scipy.special import j0

PI, TAU = np.pi, 2*np.pi
T, m = 3.0, 2.75
theta0, A1, A2 = -1.0, 2.8, 1.4
a_nm, b_nm, c_nm = 0.52, 0.50, 0.50


def wrap(x):
    return (x + PI) % TAU - PI


def matrix(diagonal, off):
    diagonal, off = np.broadcast_arrays(diagonal, off)
    h = np.zeros(off.shape + (2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = diagonal, -diagonal
    h[..., 0, 1], h[..., 1, 0] = off, np.conj(off)
    return h


def hamiltonian(k, bond, site):
    return matrix(site, T*np.cos(k/2) + 1j*bond*np.sin(k/2))


def string_phase(bond, site, nk=80):
    """Principal value of the Berry phase from the closed link product."""
    k = TAU*np.arange(nk)/nk
    bond, site = np.asarray(bond)[..., None], np.asarray(site)[..., None]
    u = np.linalg.eigh(hamiltonian(k, bond, site))[1][..., :, 0]
    closing = u[..., :1, :]*np.array([1, -1])
    following = np.concatenate([u[..., 1:, :], closing], axis=-2)
    links = np.sum(np.conj(u)*following, axis=-1)
    return -np.angle(np.prod(links, axis=-1))


def phase_of_angle(theta, nk=80):
    return string_phase(m*np.cos(theta), m*np.sin(theta), nk)


def angle_surface(n, scale=1.0):
    q = TAU*np.arange(n)/n
    return theta0 + scale*(A1*np.cos(q)[:, None] + A2*np.cos(q)[None, :])


def unwrap_surface(p):
    """Continuous branch, plaquette residues and windings of both cycles."""
    sx = wrap(np.roll(p, -1, 0) - p)
    sy = wrap(np.roll(p, -1, 1) - p)
    curl = sx + np.roll(sy, -1, 0) - np.roll(sx, -1, 1) - sy
    residue = np.rint(curl/TAU).astype(int)
    wx = np.rint(sx.sum(0)/TAU).astype(int)
    wy = np.rint(sy.sum(1)/TAU).astype(int)
    row = p[0, 0] + np.concatenate([[0], np.cumsum(sy[0, :-1])])
    rise = np.cumsum(sx[:-1], axis=0)
    surface = row + np.vstack([np.zeros((1, p.shape[1])), rise])
    return surface, residue, wx, wy


def is_clean(residue, wx, wy):
    return not (residue.any() or wx.any() or wy.any())


# Reference phase from the curvature formula, expanded in sin(2 n theta)
th = TAU*np.arange(64)/64
kk = TAU*np.arange(400)/400
s2, c2 = np.sin(kk/2)**2, np.cos(kk/2)**2
sin2, cos2 = np.sin(th)[:, None]**2, np.cos(th)[:, None]**2
energy2 = m**2*sin2 + T**2*c2 + m**2*cos2*s2
slope = T*m**2/4*TAU*np.mean((cos2 + sin2*s2)/energy2**1.5, axis=1)
fourier = np.fft.rfft(slope).real/64
assert abs(fourier[0] - 1) < 1e-10          # one full turn per cycle of theta
orders = np.arange(1, 16)
a_n = 2*fourier[2*orders]/(2*orders)


def reference_phase(theta):
    theta = np.asarray(theta, float)
    waves = np.sin(2*theta[..., None]*orders)
    return PI/2 + theta + waves @ a_n


# Link product against curvature formula, with second-order convergence
probe = np.linspace(0.2, 1.3, 6)
errors = [np.max(np.abs(wrap(phase_of_angle(probe, n) - reference_phase(probe))))
          for n in (40, 80)]
assert errors[1] < 5e-4 and 3.5 < errors[0]/errors[1] < 4.5

# Phase as electron position: projected position operator of an open chain
cells, test_angle = 30, 0.6
bond, site = m*np.cos(test_angle), m*np.sin(test_angle)
hop = np.where(np.arange(2*cells - 1) % 2 == 0, (T + bond)/2, (T - bond)/2)
chain = np.diag(np.tile([site, -site], cells)) + np.diag(hop, 1) + np.diag(hop, -1)
occupied = np.linalg.eigh(chain)[1][:, :cells]
position = np.arange(2*cells)/2
centres = np.linalg.eigvalsh(occupied.T @ (position[:, None]*occupied))
centre = centres[cells//2] % 1
assert abs(wrap(TAU*centre - reference_phase(test_angle))) < 1e-6

# Gap of the whole three-dimensional model
theta24 = angle_surface(24)
levels = np.linalg.eigvalsh(hamiltonian(
    TAU*np.arange(40)/40, m*np.cos(theta24)[..., None], m*np.sin(theta24)[..., None]))
gap = np.min(levels[..., 1] - levels[..., 0])
assert abs(gap - 2*m) < 1e-9

# Branch-free road: adiabatic current integrated from the parent to the polar state
nodes, weights = np.polynomial.legendre.leggauss(24)
k = TAU*np.arange(40)/40
current_shift = 0.0
for lam, weight in zip((nodes + 1)/2, weights/2):
    full = theta24[..., None]
    bond, site = m*np.cos(lam*full), m*np.sin(lam*full)
    e, v = np.linalg.eigh(hamiltonian(k, bond, site))
    low, up = v[..., :, 0], v[..., :, 1]
    d_lam = matrix(full*bond, -1j*full*site*np.sin(k/2))
    d_k = matrix(0.0, -T/2*np.sin(k/2) + 0.5j*bond*np.cos(k/2))
    first = np.einsum('...i,...ij,...j->...', low.conj(), d_lam, up)
    second = np.einsum('...i,...ij,...j->...', up.conj(), d_k, low)
    curvature = -2*np.imag(first*second)/(e[..., 1] - e[..., 0])**2
    current_shift += weight*TAU*np.mean(curvature)

# Follow the average from the parent to fix the one global integer
followed = PI/2
for lam in (0.0, 0.25, 0.5, 0.75, 1.0):
    surface, residue, wx, wy = unwrap_surface(phase_of_angle(lam*theta24))
    assert is_clean(residue, wx, wy)
    mean = surface.mean()
    followed = mean - TAU*np.rint((mean - followed)/TAU)

# Main mesh
N = 60
theta = angle_surface(N)
principal = phase_of_angle(theta)
surface, residue, wx, wy = unwrap_surface(principal)
assert is_clean(residue, wx, wy)
surface -= TAU*np.rint((surface.mean() - followed)/TAU)
other_order = unwrap_surface(principal.T)[0].T
assert np.ptp(surface - other_order) < 1e-9
assert np.max(np.abs(surface - reference_phase(theta))) < 5e-4
shift = surface.mean() - PI/2
bessel_shift = theta0 + np.sum(
    a_n*np.sin(2*orders*theta0)*j0(2*orders*A1)*j0(2*orders*A2))
assert abs(shift - current_shift) < 5e-4
assert abs(shift - bessel_shift) < 5e-4
phase_range = np.ptp(surface)
assert phase_range > TAU
reversed_surface = unwrap_surface(phase_of_angle(-theta))[0]
assert abs(wrap(reversed_surface.mean() - PI/2 + shift)) < 1e-6

# Three averages that fail
naive_A = principal.mean() - PI/2
naive_B = wrap(principal - PI).mean() - wrap(PI/2 - PI)


def circular_average(p):
    middle = np.angle(np.mean(np.exp(1j*p)))
    return middle + np.mean(wrap(p - middle))


circular = circular_average(principal) - PI/2
for wrong in (naive_A, naive_B, circular):
    assert abs(wrap(wrong - shift)) > 0.2
mild = phase_of_angle(angle_surface(24, 0.3))
assert abs(wrap(circular_average(mild) - unwrap_surface(mild)[0].mean())) < 1e-9

# Infinite-mesh naive bias from areas beyond the exact branch cuts
y = (np.arange(2000) + 0.5)*PI/2000


def area_above(level):
    return np.mean(np.arccos(np.clip((level - A2*np.cos(y))/A1, -1, 1)))/PI


turns = np.rint((surface - principal)/TAU)
above, below = np.mean(turns == 1), np.mean(turns == -1)
area_plus, area_minus = area_above(PI/2 - theta0), area_above(3*PI/2 + theta0)
assert abs(above - area_plus) < 0.03 and abs(below - area_minus) < 0.03
limit_bias = -TAU*(area_plus - area_minus)
assert abs(naive_A - shift - limit_bias) < 0.2

# Safe mesh from the slope bound, and a coarse mesh that deceives the loop checks
safe = 3
while slope.max()*max(A1, A2)*2*np.sin(PI/safe) >= PI:
    safe += 1
for n in range(safe, 25, 3):
    trial = unwrap_surface(phase_of_angle(angle_surface(n)))
    difference = trial[0] - reference_phase(angle_surface(n))
    assert is_clean(*trial[1:]) and np.ptp(difference) < 1e-3
    assert abs(wrap(difference.mean())) < 1e-3
coarse = unwrap_surface(phase_of_angle(angle_surface(3)))
coarse_error = wrap(coarse[0].mean() - reference_phase(angle_surface(3)).mean())
assert is_clean(*coarse[1:]) and abs(coarse_error) > 1

# Chern winding and gap-closing vortices must be reported
q = TAU*np.arange(24)/24
chern = unwrap_surface(phase_of_angle(q[:, None] + 0.5*np.cos(q)[None, :]))
assert np.all(chern[2] == 1) and not chern[1].any() and not chern[3].any()
node_bond = m*(np.cos(q)[:, None] - 0.3 + 0*q[None, :])
node_site = m*(np.cos(q)[None, :] - 0.2 + 0*q[:, None])
vortices = unwrap_surface(string_phase(node_bond, node_site))[1]
assert np.abs(vortices).sum() == 4 and vortices.sum() == 0

# Polarization in uC/cm2 (1 C/m2 = 100 uC/cm2)
quantum = 100*2*const.e/(a_nm*b_nm*1e-18)


def polarization(phase_shift):
    return -quantum*phase_shift/TAU


# Sizes of neglected effects, with rough hafnia values
field_MV_cm, permittivity, temperature = 3.0, 30.0, 400.0
oxygens, oxygen_charge, oxygen_shift_nm = 4, 2.0, 0.05
field = field_MV_cm*1e8
dielectric = 100*const.epsilon_0*(permittivity - 1)*field
ionic = 100*const.e*oxygens*oxygen_charge*oxygen_shift_nm/(a_nm*b_nm*c_nm)*1e18
thermal = np.exp(-gap*const.e/(2*const.k*temperature))
drop = field*c_nm*1e-9


def excited_after_pulse(peak_drop, steps=4000):
    """Upper-band population after a sin^2 field pulse moving k by 2 pi."""
    angles = np.linspace(0, PI, 13)
    bond, site = m*np.cos(angles), m*np.sin(angles)
    duration = 2*TAU/peak_drop
    dt = duration/steps
    psi = np.linalg.eigh(hamiltonian(0.0, bond, site))[1][:, :, 0]
    top, bottom = psi[:, 0], psi[:, 1]
    for t in (np.arange(steps) + 0.5)*dt:
        k_t = peak_drop/2*(t - duration/TAU*np.sin(TAU*t/duration))
        off = T*np.cos(k_t/2) + 1j*bond*np.sin(k_t/2)
        e = np.sqrt(site**2 + np.abs(off)**2)
        cosine, sine = np.cos(e*dt), -1j*np.sin(e*dt)/e
        top, bottom = (cosine*top + sine*(site*top + off*bottom),
                       cosine*bottom + sine*(np.conj(off)*top - site*bottom))
    upper = np.linalg.eigh(hamiltonian(TAU, bond, site))[1][:, :, 1]
    return np.max(np.abs(upper[:, 0].conj()*top + upper[:, 1].conj()*bottom)**2)


excited = excited_after_pulse(drop)
assert excited < 1e-8 and excited_after_pulse(1000*drop) > 0.5

print(f"transverse cell: {a_nm:.2f} x {b_nm:.2f} nm; axis c: {c_nm:.2f} nm")
print(f"T = {T:.2f} eV, m = {m:.2f} eV, computed gap = {gap:.3f} eV")
print(f"theta0, A1, A2 = {theta0:.1f}, {A1:.1f}, {A2:.1f} rad")
print(f"a_1, a_2, a_3 = {a_n[0]:.5f}, {a_n[1]:.5f}, {a_n[2]:.5f} rad")
print(f"largest dphi/dtheta = {slope.max():.4f}")
print(f"link-product error, 40 and 80 k-points: {errors[0]:.2e}, {errors[1]:.2e} rad")
print(f"electron centre at theta = {test_angle:.1f} rad, open chain: {centre:.5f} c")
print(f"mesh: {N} x {N} strings, 80 k-points per string")
print("row ky = 0: kx (deg), principal phase (rad), continuous phase (rad)")
for i in range(0, N//2 + 1, 5):
    print(f"  {360*i/N:5.0f}  {principal[i, 0]:8.4f}  {surface[i, 0]:8.4f}")
print(f"continuous phase, lowest and highest: {surface.min():.4f}, {surface.max():.4f} rad")
print(f"range of continuous phase: {phase_range:.4f} rad (2 pi = {TAU:.4f} rad)")
print(f"strings above +pi, below -pi: {100*above:.2f} %, {100*below:.2f} %")
print(f"same areas, infinite mesh: {100*area_plus:.2f} %, {100*area_minus:.2f} %")
print("mean phase measured from the parent:")
print(f"  continuous branch: {shift:.5f} rad")
print(f"  adiabatic current integral: {current_shift:.5f} rad")
print(f"  Bessel-function formula: {bessel_shift:.5f} rad")
print(f"  principal values, origin at A: {naive_A:.5f} rad")
print(f"  principal values, origin at B: {naive_B:.5f} rad")
print(f"  centred on circular mean: {circular:.5f} rad")
print(f"naive bias, origin A: mesh {naive_A - shift:.4f}, infinite mesh {limit_bias:.4f} rad")
print(f"polarization quantum 2e/area: {quantum:.2f} uC/cm2")
print(f"polarization, continuous branch: {polarization(shift):.2f} uC/cm2")
print(f"polarization, principal, origin A: {polarization(naive_A):.2f} uC/cm2")
print(f"polarization, principal, origin B: {polarization(naive_B):.2f} uC/cm2")
print(f"polarization, circular centring: {polarization(circular):.2f} uC/cm2")
print(f"smallest mesh allowed by slope bound: {safe} x {safe}")
print(f"3 x 3 mesh, loop checks pass, error modulo 2 pi: {coarse_error:.4f} rad")
print(f"Chern test winding: {chern[2][0]}; gap-closing vortices: {np.abs(vortices).sum()}")
print(f"rough inputs: field {field_MV_cm:.0f} MV/cm, permittivity {permittivity:.0f}, "
      f"temperature {temperature:.0f} K")
print(f"rough ionic input: {oxygens} oxygens, charge {oxygen_charge:.0f} e, "
      f"shift {oxygen_shift_nm:.2f} nm")
print(f"neglected ionic polarization, size: {ionic:.0f} uC/cm2")
print(f"neglected dielectric polarization: {dielectric:.1f} uC/cm2")
print(f"thermal factor exp(-gap/2kT): {thermal:.1e}")
print(f"potential energy drop per cell: {drop:.3f} eV")
print(f"upper-band population after field pulse: {excited:.1e}")
print("all tests passed")
```

Running it gives:

```
transverse cell: 0.52 x 0.50 nm; axis c: 0.50 nm
T = 3.00 eV, m = 2.75 eV, computed gap = 5.500 eV
theta0, A1, A2 = -1.0, 2.8, 1.4 rad
a_1, a_2, a_3 = 0.21389, 0.01659, 0.00169 rad
largest dphi/dtheta = 1.5061
link-product error, 40 and 80 k-points: 3.07e-04, 7.67e-05 rad
electron centre at theta = 0.6 rad, open chain: 0.37885 c
mesh: 60 x 60 strings, 80 k-points per string
row ky = 0: kx (deg), principal phase (rad), continuous phase (rad)
      0   -1.4829    4.8003
     30   -2.0317    4.2515
     60   -2.9954    3.2878
     90    2.1420    2.1420
    120    0.3891    0.3891
    150   -0.3007   -0.3007
    180   -0.6148   -0.6148
continuous phase, lowest and highest: -3.4670, 4.8003 rad
range of continuous phase: 8.2673 rad (2 pi = 6.2832 rad)
strings above +pi, below -pi: 14.92 %, 3.97 %
same areas, infinite mesh: 14.93 %, 4.06 %
mean phase measured from the parent:
  continuous branch: -0.99908 rad
  adiabatic current integral: -0.99908 rad
  Bessel-function formula: -0.99908 rad
  principal values, origin at A: -1.68674 rad
  principal values, origin at B: 1.69570 rad
  centred on circular mean: -4.07086 rad
naive bias, origin A: mesh -0.6877, infinite mesh -0.6830 rad
polarization quantum 2e/area: 123.24 uC/cm2
polarization, continuous branch: 19.60 uC/cm2
polarization, principal, origin A: 33.09 uC/cm2
polarization, principal, origin B: -33.26 uC/cm2
polarization, circular centring: 79.85 uC/cm2
smallest mesh allowed by slope bound: 9 x 9
3 x 3 mesh, loop checks pass, error modulo 2 pi: -2.0944 rad
Chern test winding: 1; gap-closing vortices: 4
rough inputs: field 3 MV/cm, permittivity 30, temperature 400 K
rough ionic input: 4 oxygens, charge 2 e, shift 0.05 nm
neglected ionic polarization, size: 49 uC/cm2
neglected dielectric polarization: 7.7 uC/cm2
thermal factor exp(-gap/2kT): 2.2e-35
potential energy drop per cell: 0.150 eV
upper-band population after field pulse: 4.7e-13
all tests passed
```
